# Attraction of two Drude half-spaces from coupled surface-plasmon zero-point energy

A calculation of the mechanical load on an air-gap interconnect has to settle whether the attraction between uncharged metal walls belongs in the load. If it does, a second choice follows: a formula that needs only the plasma frequency, or a frequency integral over the full dielectric response. The pressure derived here, with its limits and the stiffness of the line, decides both.

## Model and surface modes

Metal fills $|z|>L/2$ and vacuum fills the gap $|z|<L/2$. The metal has the local, lossless Drude permittivity

$$\varepsilon(\omega)=1-\frac{\omega_p^2}{\omega^2}. \tag{1}$$

The temperature is zero and the speed of light is taken as infinite, so the field follows from a potential obeying $\nabla\cdot(\varepsilon\nabla\phi)=0$. For wavevector $k$ along the surfaces, the potential in each region is a combination of $e^{\pm kz}$, and in the metal it decays away from the gap.

Let $a=kL/2$. An even potential is $\cosh kz$ in the gap and $\cosh a\,e^{-k(|z|-L/2)}$ in the metal. Continuity of $\varepsilon\,\partial_z\phi$ at $z=L/2$ requires $\sinh a=-\varepsilon\cosh a$. An odd potential has $\sinh kz$ in the gap and requires $\cosh a=-\varepsilon\sinh a$. Thus

$$\varepsilon=-\tanh a\ \text{(even)},\qquad \varepsilon=-\coth a\ \text{(odd)}. \tag{2}$$

Inserting (1) gives $\omega^2=\omega_p^2/(1+\tanh a)$ and $\omega^2=\omega_p^2/(1+\coth a)$. Since $1+\tanh a=2/(1+e^{-2a})$ and $1+\coth a=2/(1-e^{-2a})$,

$$\omega_\pm^2=\omega_s^2\left(1\pm e^{-kL}\right),\qquad \omega_s=\frac{\omega_p}{\sqrt2}. \tag{3}$$

The upper sign belongs to the even potential. In the lower mode the facing surfaces carry opposite charges. At large $kL$ both frequencies tend to $\omega_s$, the surface plasmon of a single wall.

The zero-point sum also requires knowing what other modes exist. Multiply the field equation by $\phi^*$, integrate over space, and insert (1):

$$\frac{\omega^2}{\omega_p^2}=\frac{\int_{\rm metal}|\nabla\phi|^2\,d^3r}{\int_{\rm all}|\nabla\phi|^2\,d^3r}. \tag{4}$$

A potential confined to the metal, and zero at its surfaces, gives $\omega=\omega_p$. A potential confined to the gap gives $\omega=0$. What remains, orthogonal to both sets in the sense of $\int\nabla\phi_1^*\cdot\nabla\phi_2\,d^3r$, satisfies Laplace's equation in each region and is fixed by its values on the two surfaces. That leaves two modes per $k$, those of (3). Moving the walls apart changes neither the frequency nor the number of the bulk modes, and the gap potentials carry no zero-point energy.

A finite-element solution of (4) tests this. At $kL=0.8$ it gives $\omega/\omega_p=0.52473$ and $0.85127$, against $0.52472$ and $0.85127$ from (3). On a metal mesh held fixed, it has 798 bulk modes both at $kL=0.8$ and at $kL=1.5$.

## Energy and pressure

Each mode contributes $\hbar\omega/2$. Per unit area, the sum over wavevectors is $\int d^2k/(2\pi)^2=\int_0^\infty k\,dk/(2\pi)$. Subtracting the energy of two isolated surfaces gives

$$E(L)=\frac{\hbar}{4\pi}\int_0^\infty k\,dk\,\left(\omega_++\omega_--2\omega_s\right). \tag{5}$$

At large $k$ the bracket falls as $-\omega_s e^{-2kL}/4$, so no cutoff is needed. With $x=kL$, the factor $k\,dk$ becomes $x\,dx/L^2$, and

$$E(L)=\frac{\hbar\omega_s}{4\pi L^2}(J_++J_-),\qquad J_\pm=\int_0^\infty x\left[\sqrt{1\pm e^{-x}}-1\right]dx. \tag{6}$$

Define $\alpha=-(J_++J_-)$. The square root is concave, so $\sqrt{1+y}+\sqrt{1-y}<2$ for $0<y\le1$, and hence $\alpha>0$. Inserting $\omega_s=\omega_p/\sqrt2$ and using $P=-dE/dL$, where negative $P$ means attraction,

$$E(L)=-\frac{\alpha\hbar\omega_p}{4\sqrt2\,\pi L^2},\qquad P(L)=-\frac{\alpha\hbar\omega_p}{2\sqrt2\,\pi L^3}. \tag{7}$$

The factor 2 gained in $P$ comes from differentiating $L^{-2}$. The power of $L$ needs no detailed integration: without retardation and with a local response the model contains no length except $L$. An energy per area built from $\hbar\omega_p$ must then scale as $\hbar\omega_p/L^2$.

The two modes act in opposite directions. From (3), $\partial\omega_\pm/\partial L=\mp k\omega_s^2e^{-kL}/(2\omega_\pm)$, and therefore

$$P=\frac{\hbar\omega_s^2}{8\pi}\int_0^\infty k^2e^{-kL}\left(\frac1{\omega_+}-\frac1{\omega_-}\right)dk. \tag{8}$$

The upper mode pushes the walls apart and the lower mode pulls them together. Because $\omega_-<\omega_+$, the pull is larger at every $k$.

## The coefficient

The binomial series turns the sum of the two roots into even powers:

$$\sqrt{1+y}+\sqrt{1-y}-2=2\sum_{n=1}^\infty\binom{1/2}{2n}y^{2n}. \tag{9}$$

With $y=e^{-x}$ and $\int_0^\infty xe^{-2nx}dx=1/(4n^2)$,

$$\alpha=-\frac12\sum_{n=1}^\infty\frac1{n^2}\binom{1/2}{2n}. \tag{10}$$

The first coefficient is $\binom{1/2}{2}=-1/8$, so the first term of $\alpha$ is $1/16$. It supplies 90.1% of the total. This term is of second order in the coupling $e^{-kL}$; the others are of higher order.

A closed form follows from the single-root series. Let

$$J(y)=\sum_{n=1}^\infty\binom{1/2}{n}\frac{y^n}{n^2},\qquad S(y)=yJ'(y),\qquad yS'(y)=\sqrt{1+y}-1. \tag{11}$$

Integrating the series for $\sqrt{1\pm e^{-x}}$ term by term shows that $J_\pm=J(\pm1)$. Put $u=\sqrt{1+y}$, so that $dy/y=2u\,du/(u^2-1)$. Both functions vanish at $y=0$, where $u=1$. The first integration gives

$$S=\int_1^u\frac{2v}{v+1}\,dv=2(u-1)-2\ln\frac{1+u}{2}. \tag{12}$$

The second integral is $J=\int_1^u S(v)\,2v\,dv/(v^2-1)$. The term $2(v-1)$ of $S$ gives twice the result (12). For the logarithm, write $2v/(v^2-1)=1/(v+1)+1/(v-1)$. The first fraction integrates to $-\ln^2[(1+u)/2]$, including the prefactor $-2$. In the second, set $w=(1-v)/2$. Then $dv/(v-1)=dw/w$ and $\ln[(1+v)/2]=\ln(1-w)$. With $\mathrm{Li}_2(w)=-\int_0^w\ln(1-t)\,dt/t$,

$$J=4(u-1)-4\ln\frac{1+u}{2}+2\,\mathrm{Li}_2\!\left(\frac{1-u}{2}\right)-\ln^2\frac{1+u}{2}. \tag{13}$$

For $J_+$, $u=\sqrt2$. For $J_-$, $u=0$, and $\mathrm{Li}_2(1/2)=\pi^2/12-\tfrac12\ln^22$ gives

$$J_-=-4+4\ln2+\frac{\pi^2}{6}-2\ln^22. \tag{14}$$

The values are $J_+=0.473982$ and $J_-=-0.543383$, hence $\alpha=0.0694$. Direct quadrature of (6) and summation of (10) agree with the closed form. Equation (7) becomes

$$P=-0.00781\,\frac{\hbar\omega_p}{L^3}. \tag{15}$$

In terms of a Hamaker constant $A$, defined by $E=-A/(12\pi L^2)$, this is $A=3\alpha\hbar\omega_p/\sqrt2=0.147\,\hbar\omega_p$.

## Imaginary frequencies and retardation

The mode sum can be rewritten so that it admits other dielectric functions. Differentiation with respect to $a$ proves

$$\int_0^\infty\ln\frac{\xi^2+a^2}{\xi^2+b^2}\,d\xi=\pi(a-b), \tag{16}$$

because $\int_0^\infty 2a\,d\xi/(\xi^2+a^2)=\pi$ and both sides vanish at $a=b$. Apply (16) to $\omega_+$ and $\omega_-$, each with $b=\omega_s$. By (3), the product of the numerators is $(\xi^2+\omega_s^2)^2-\omega_s^4e^{-2kL}$. Equation (5) becomes

$$E=\frac{\hbar}{4\pi^2}\int_0^\infty k\,dk\int_0^\infty d\xi\,\ln\left(1-\Delta^2e^{-2kL}\right), \tag{17}$$

with $\Delta=\omega_s^2/(\xi^2+\omega_s^2)=(\varepsilon-1)/(\varepsilon+1)$ and $\varepsilon(i\xi)=1+\omega_p^2/\xi^2$.

The zeros of the logarithm's argument are the modes: a field reflected once by each wall reproduces itself. With finite light speed the decay constant in the gap is $\kappa=\sqrt{k^2+\xi^2/c^2}$, and $\Delta$ is replaced by the Fresnel coefficients

$$r_{\rm TM}=\frac{\varepsilon\kappa-\kappa_m}{\varepsilon\kappa+\kappa_m},\quad r_{\rm TE}=\frac{\kappa-\kappa_m}{\kappa+\kappa_m},\quad \kappa_m=\sqrt{\kappa^2+(\varepsilon-1)\xi^2/c^2}. \tag{18}$$

For a lossless system in a large box, the counterclockwise contour integral of $(\hbar\omega/2)\,d\ln D/d\omega$ around the positive real axis, divided by $2\pi i$, gives the zero-point energy relative to widely separated walls, where $D=1-r^2e^{-2\kappa L}$. Moving the contour to the imaginary axis and integrating by parts gives $(\hbar/2\pi)\int_0^\infty\ln D(i\xi)\,d\xi$, the same form as (17). Differentiating with respect to $L$ and using $k\,dk=\kappa\,d\kappa$ yields the Lifshitz pressure

$$P=-\frac{\hbar}{2\pi^2}\int_0^\infty d\xi\int_{\xi/c}^\infty\kappa^2d\kappa\sum_{\rm TM,TE}\frac{r^2e^{-2\kappa L}}{1-r^2e^{-2\kappa L}}. \tag{19}$$

For lossy media (19) is the established Lifshitz result and is used here without a separate derivation.

The opposite limit, $L\gg c/\omega_p$, has $r^2\to1$ for both polarizations at the frequencies that matter. Exchanging the integrations gives a factor $c\kappa$ from $\xi$, and

$$P\to-\frac{\hbar c}{\pi^2}\int_0^\infty\frac{\kappa^3d\kappa}{e^{2\kappa L}-1}=-\frac{\pi^2\hbar c}{240L^4}, \tag{20}$$

where $\int_0^\infty t^3dt/(e^t-1)=\pi^4/15$. The plasma frequency has dropped out and the power of $L$ has changed. Equations (7) and (20) cross at $L=2\sqrt2\,\pi^3c/(240\,\alpha\,\omega_p)\approx5.3\,c/\omega_p$. Departures from (7) begin at much smaller gaps, as the example shows.

## Two interconnect lines across an air gap

Take $\hbar\omega_p=9$ eV and $L=10$ nm. Then $A=0.14722\times9\ \mathrm{eV}=1.325$ eV, or 212 zJ, and

$$P=-\frac{0.007810\times9\ \mathrm{eV}}{(10\ \mathrm{nm})^3}=-7.03\times10^{-5}\ \mathrm{eV/nm^3}=-11.3\ \mathrm{kPa}. \tag{21}$$

The upper mode alone gives $+76.9$ kPa and the lower $-88.2$ kPa. Because these nearly cancel, a 1% error in one of them changes the net pressure by 7 to 8%.

Here $c/\omega_p=21.9$ nm. For the same lossless metal, the ratio of the retarded pressure (19) to the law (7) is 0.991 at 2 nm, 0.965 at 5 nm, 0.914 at 10 nm and 0.825 at 20 nm. Retardation alone thus takes about 1% off the inverse-cube law at 2 nm and 9% at 10 nm, where it lowers the attraction to 10.3 kPa. At 2 nm the nonlocal response of the metal, treated below, is a larger correction.

Two further effects need changes in (19). For walls of thickness $d$, each $r$ is replaced by $r(1-q)/(1-r^2q)$ with $q=e^{-2\kappa_md}$. At temperature $T$, the integral over $\xi$ is replaced by $2\pi k_BT/\hbar$ times the sum over $\xi_n=2\pi nk_BT/\hbar$, $n=0,1,2,\dots$, with the $n=0$ term halved. The effects, each changed alone from the retarded value, are as follows.

- **Bound electrons.** One oscillator at 5 eV with static susceptibility 5 raises the attraction by 33%.
- **Damping.** A Drude damping energy of 0.1 eV lowers it by 1.1%.
- **Finite width.** Replacing the half-spaces by walls 20 nm thick lowers it by 1.4%.
- **Temperature.** At 380 K the change rounds to 0.00%.

In the nonretarded model, the modes show why heat matters little. Occupation multiplies each mode's pressure by $\coth(\hbar\omega/2k_BT)$, which is close to 1 unless $\hbar\omega\lesssim k_BT$. Without retardation, $\omega_-\approx\omega_s\sqrt{kL}$ at small $kL$. With $\hbar\omega_s=6.36$ eV and $k_BT\approx0.033$ eV, that requires $kL\lesssim3\times10^{-5}$, a tiny part of the integral. At such small $k$ retardation alters the modes, so this argument covers only the nonretarded pressure; for the retarded pressure the evidence is the computed change listed above.

Local response becomes inaccurate well before the gap is as small as the electronic screening length. In a hydrodynamic electron gas this length is $\beta/\omega_p=0.079$ nm, with $\beta=\sqrt{3/5}\,v_F$ and $v_F$ the Fermi velocity. This $\beta$ suits high frequencies; the static Thomas-Fermi value, $v_F/\sqrt3$, would give 0.059 nm. With the hydrodynamic length, static screening charge lies at a mean depth of 0.079 nm in each wall and widens the effective gap by 0.16 nm. The cubic law turns this into a reduction of about $3\times0.16/10\approx5\%$. The hydrodynamic response over all frequencies, without retardation, gives 3.8%, and 17% for a gap of 2 nm. It omits electrons spreading beyond the surface, so it sizes the effect but does not settle its sign for a real metal.

With retardation, bound electrons, damping, finite width and temperature together, (19) gives $-13.4$ kPa. At this gap the simple law is within 20% of this, partly because bound electrons and retardation act in opposite directions. At 2 nm, where retardation is weak, the same local model exceeds (7) by about 39%. Nonlocality and finite line height are not included. For lines 40 nm high, 26% of the nonretarded pressure comes from $k<\pi/(40\ \mathrm{nm})$. The height restricts only the vertical component of the wavevector, and wavevectors whose vertical component lies below $\pi/(40\ \mathrm{nm})$, which such a wall cannot carry as an infinite plane does, supply 54%. This share indicates where the planar model is weak; it is not a bound on its error.

## Consequence for the load

An applied voltage $V$ also attracts the walls. At fixed surface charge $\sigma=\varepsilon_0V/L$ the field energy per area is $\sigma^2L/(2\varepsilon_0)$, so $P_V=-\sigma^2/(2\varepsilon_0)=-\varepsilon_0V^2/(2L^2)$. For 0.7 V this is $-21.7$ kPa. Setting $P_V$ equal to (7) gives

$$L_V=\frac{\alpha\hbar\omega_p}{\sqrt2\,\pi\varepsilon_0V^2}=5.2\ \mathrm{nm}. \tag{22}$$

At this fixed voltage, the plasmon attraction of (7) is the larger load below that gap. The crossing depends on the metal model: with retardation, bound electrons, damping, finite width and temperature included as above, (19) moves it to about 6.6 nm.

Let a line of width $w$, height $h$ and Young modulus $Y$ be clamped at its foot and loaded on one side by pressure $p$. Per unit length, the bending moment at height $z$ is $p(h-z)^2/2$ and the second moment of area is $w^3/12$, so the deflection $s$ obeys $s''=6p(h-z)^2/(Yw^3)$. Integrating twice with $s(0)=s'(0)=0$ gives

$$s(h)=\frac{2p}{Yw^3}\left(h^4-\frac{h^4}{4}\right)=\frac{3ph^4}{2Yw^3}. \tag{23}$$

With $p=13.4+21.7=35.1$ kPa, $Y=120$ GPa, $h=40$ nm and $w=20$ nm, the top moves by $1.4\times10^{-4}$ nm. The line is too squat for thin-beam theory to be accurate, but the result is far below an atomic spacing. For lines of this stiffness and gap, clamped rigidly at the foot, both attractions can be left out of a static deflection calculation. Yielding of a softer dielectric under the foot is not included. The conclusion does not carry over to long unsupported spans or much thinner walls.

The parameters are rough values for copper lines at a tight metal level, where air gaps are of order ten nanometres wide and supply voltages are below one volt. The assumption that copper breaks most strongly, among those sized here, is the purely free-electron response: its d electrons also polarize, and the rough oscillator used for them moves the pressure by a third. Real lines may also carry barrier layers and dielectric liners, whose effect has not been computed. An estimate of whether the attraction matters can use (15); a pressure wanted to better than some tens of percent needs (19) with the measured response of the actual layers and a treatment of the finite wall height. The numerical output below lists the inputs and results.

## Computed values

```
mode test kL=0.8, low w/wp: mesh 0.52473, law 0.52472
mode test kL=0.8, high w/wp: mesh 0.85127, law 0.85127
bulk modes on mesh at kL=0.8 and 1.5: 798, 798
J_plus (high mode, repulsive) = 0.473982
J_minus (low mode, attractive) = -0.543383
alpha = 0.069402
share of first series term 1/16 in alpha = 90.1 %
|P| L^3/(hbar wp) = 0.007810
Hamaker constant/(hbar wp) = 0.14722
input plasma energy = 9.0 eV, gap = 10.0 nm
input line width = 20 nm, height = 40 nm
input voltage = 0.7 V, temperature = 380 K
input damping = 0.10 eV, Young modulus = 120 GPa
input bound electrons: chi = 5.0, energy = 5.0 eV
surface plasmon energy = 6.364 eV
Hamaker constant = 1.325 eV = 212 zJ
energy per area = -3.515e-04 eV/nm^2 = -0.0563 mJ/m^2
pressure, nonretarded law = -7.029e-05 eV/nm^3 = -11.26 kPa
pressure, high mode alone = 76.9 kPa
pressure, low mode alone = -88.2 kPa
pressure, nonretarded Lifshitz = -11.26 kPa
heat test at kT = 1.0 eV: Lifshitz -11.805 kPa, modes -11.805 kPa
retardation length c/wp = 21.9 nm
retarded/nonretarded pressure at 2 nm = 0.991
retarded/nonretarded pressure at 5 nm = 0.965
retarded/nonretarded pressure at 10 nm = 0.914
retarded/nonretarded pressure at 20 nm = 0.825
pressure with retardation = -10.29 kPa
change of retarded |P| by damping = -1.11 %
change of retarded |P| by bound electrons = +32.8 %
change of retarded |P| by finite line width = -1.42 %
change of retarded |P| by temperature = +0.00 %
hydrodynamic length beta/wp = 0.079 nm
change of nonretarded |P| by nonlocality = -3.8 %
share of nonretarded |P| from k < pi/height = 25.7 %
pressure, combined Lifshitz estimate = -13.44 kPa
electrostatic pressure = -21.69 kPa
field in gap = 0.70 MV/cm
gap where nonretarded law equals electrostatic = 5.19 nm
deflection of line top under both loads = 1.41e-04 nm
```
